# Does integrated donor absorbance depend on spectrometer resolution?

## The argument under review

The argument concerns the concentration of neutral phosphorus donors in silicon, obtained from the infrared line 1s → 2p± at low temperature. In outline it runs as follows.

> The line is about 0.1 cm⁻¹ wide and the spectrometer resolves 1 cm⁻¹, so the recorded line is broadened and lowered. But instrumental broadening is a convolution with a function of unit area, and such a convolution conserves area. The integrated absorbance is therefore independent of resolution, and dividing it by the integrated cross-section and the thickness gives the concentration.

The mathematical statement about convolutions is correct. The question is whether absorbance is the quantity that the instrument convolves, and if it is not, what happens to the area.

## What the instrument averages

Let \(\nu\) be the wavenumber measured from the line centre, in cm⁻¹. A sample of thickness \(d\) with \(N\) neutral donors per unit volume has optical depth \(\tau(\nu)\) and transmittance \(T=e^{-\tau}\). I use natural absorbance and, for the present, leave out reflections at the surfaces. The true area is
\[
S=\int\tau\,d\nu=NKd ,
\]
where \(K\) is the integrated cross-section per neutral donor.

In a grating instrument the detector adds the intensities of all wavenumbers passed by the slit. A Fourier spectrometer also works with intensity. If \(B(\nu')\) is the transmitted spectrum on the absolute wavenumber scale, the varying part of its interferogram at path difference \(\delta\) is \(F(\delta)=\int_0^\infty B(\nu')\cos(2\pi\nu'\delta)\,d\nu'\). Let the record end at \(D\) and be weighted by \(1-\delta/D\). The recovered spectrum is
\[
B_{\rm obs}(\nu)=4\int_0^D\Big(1-\frac{\delta}{D}\Big)F(\delta)\cos(2\pi\nu\delta)\,d\delta .
\]
Insert \(F\) and write the product of cosines as half the sum of cosines of \(2\pi(\nu-\nu')\delta\) and \(2\pi(\nu+\nu')\delta\). The second term is the instrument function at hundreds of cm⁻¹ from its centre and is dropped. The first gives \(B_{\rm obs}=\int g(\nu-\nu')B(\nu')\,d\nu'\), with
\[
g(u)=2\int_0^D\Big(1-\frac{\delta}{D}\Big)\cos(2\pi u\delta)\,d\delta
=\frac{2[1-\cos(2\pi uD)]}{(2\pi u)^2D}
=\frac{\sin^2(\pi uD)}{\pi^2u^2D}.
\]
The integral was done by parts; its boundary term vanishes at both ends. This \(g\) is non-negative and has unit area.

If the reference spectrum is flat over the width of \(g\), division by it gives
\[
T_{\rm obs}=g*T,\qquad A=-\ln(g*T),
\]
where the star denotes convolution. The argument under review assumes \(A=g*\tau\) instead. The logarithm is taken after the averaging, and the two operations do not commute.

An extreme case shows the consequence. Let half the light within the instrument width be blocked completely and the other half pass freely. Then \(T_{\rm obs}=1/2\) and \(A=\ln 2\). Adding more absorbers to the blocked half changes nothing.

## The direction and limits of the error

Take \(g\ge0\) with unit area. Since \(-\ln t\) is convex, it lies above its tangent at \(t_0=T_{\rm obs}(\nu)\):
\[
-\ln t\ \ge\ -\ln t_0-\frac{t-t_0}{t_0}.
\]
Put \(t=T(\nu')\) and average over \(\nu'\) with weight \(g(\nu-\nu')\). The last term averages to zero, so \(g*\tau\ge A\). Integration over \(\nu\) gives \(\int A\,d\nu\le S\).

A lower bound follows from the quantity that is conserved. Because \(g\) has unit area,
\[
\int(1-T_{\rm obs})\,d\nu=\int(1-T)\,d\nu\equiv W .
\]
\(W\) is the equivalent width, the width of a fully black band that removes the same light. With \(-\ln(1-a)\ge a\) for \(0\le a<1\),
\[
W\le\int A\,d\nu\le S .
\]
The apparent concentration \(N_{\rm app}=\int A\,d\nu/(Kd)\) therefore cannot exceed \(N\) under these assumptions. An unweighted interferogram gives an instrument function with negative lobes, and the proof of the upper bound does not cover it.

For a Gaussian \(g\) of variance \(\sigma^2\) one can also follow the loss as resolution worsens. Set \(s=\sigma^2/2\). The Gaussian obeys \(\partial_s g=g''\), hence \(\partial_sT_{\rm obs}=T_{\rm obs}''\). Substituting \(T_{\rm obs}=e^{-A}\) gives
\[
-e^{-A}\partial_sA=e^{-A}\big[(A')^2-A''\big]
\quad\Rightarrow\quad \partial_sA=A''-(A')^2 .
\]
The integral of \(A''\) vanishes because \(A'\to0\) far from the line. Thus
\[
\frac{d}{ds}\int A\,d\nu=-\int(A')^2d\nu<0 .
\]
The area falls steadily with increasing instrument width. The term \(A''\) is ordinary area-conserving spreading; the loss comes from the squared slope.

## When the area can be trusted

Consider a Lorentzian line of half width \(\gamma\) at half maximum,
\[
\tau=\frac{\tau_0}{1+(\nu/\gamma)^2},\qquad S=\pi\gamma\tau_0 .
\]

**Nearly resolved line.** For small \(\sigma\), the slope formula may be evaluated with \(A=\tau\). With \(\nu=\gamma\tan\theta\),
\[
\int(\tau')^2d\nu=\frac{4\tau_0^2}{\gamma}\int_{-\pi/2}^{\pi/2}\sin^2\theta\cos^4\theta\,d\theta
=\frac{4\tau_0^2}{\gamma}\,\frac{\pi}{16}=\frac{\pi\tau_0^2}{4\gamma}.
\]
Multiplying by \(s=\sigma^2/2\) and dividing by \(S\) gives the leading relative loss
\[
1-\frac{\int A\,d\nu}{S}\simeq\frac{\sigma^2\tau_0}{8\gamma^2}.
\]
For a thick line the instrument must therefore be narrow compared with \(\gamma/\sqrt{\tau_0}\), apart from a numerical factor, and not merely compared with \(\gamma\). A thick line needs finer resolution than a thin line of the same width.

**Thin line.** To second order in \(\tau\), \(1-T=\tau-\tau^2/2\), and \(-\ln(1-a)=a+a^2/2\). Therefore
\[
A=g*\tau-\tfrac12\,g*\tau^2+\tfrac12(g*\tau)^2,
\]
and the area is too small by \(\tfrac12[\int\tau^2d\nu-\int(g*\tau)^2d\nu]\). Dropping the second integral gives an upper limit to this second-order loss. Since \(\int\tau^2d\nu=\pi\gamma\tau_0^2/2\), that limit is the fraction \(\tau_0/4\) of \(S\). For \(\tau_0\ll1\) the argument under review is thus a good approximation, even for an unresolved line.

## The limit of coarse resolution

When \(g\) is much wider than the line, \(g*(1-T)\) is small and close to \(Wg\). Expanding the logarithm to second order and using \(\int g^2d\nu=1/(2\sqrt\pi\,\sigma)\) for a Gaussian,
\[
\int A\,d\nu\simeq W+\frac{W^2}{2}\int g^2d\nu
=W\left(1+\frac{W}{4\sqrt\pi\,\sigma}\right).
\]
The measured area tends to \(W\), not to \(S\).

For the Lorentzian, \(\nu=\gamma\tan\theta\) gives \(\tau=\tau_0\cos^2\theta\). Integrating by parts, with a boundary term that vanishes because \(\tan\theta\cos^2\theta\to0\),
\[
W=\gamma\int_{-\pi/2}^{\pi/2}\frac{1-e^{-\tau_0\cos^2\theta}}{\cos^2\theta}\,d\theta
=2\gamma\tau_0\int_{-\pi/2}^{\pi/2}\sin^2\theta\,e^{-\tau_0\cos^2\theta}d\theta .
\]
Now set \(\varphi=2\theta\) and \(z=\tau_0/2\):
\[
W=\frac{\gamma\tau_0e^{-z}}{2}\int_{-\pi}^{\pi}(1-\cos\varphi)e^{-z\cos\varphi}d\varphi
=S\,e^{-z}[I_0(z)+I_1(z)] .
\]
Here \(I_0\) and \(I_1\) are modified Bessel functions; the two parts of the integral are \(2\pi I_0\) and \(+2\pi I_1\). For large \(z\) both functions approach \(e^z/\sqrt{2\pi z}\), so
\[
\frac WS\to\frac{2}{\sqrt{\pi\tau_0}},\qquad W\to2\sqrt{\gamma S}.
\]
At fixed \(\gamma\), the apparent concentration in the coarse, thick limit grows as \(\sqrt N\). The centre is already black, and further donors remove light only in the wings.

## Numbers for a lightly doped sample

Take rough round values: \(N=10^{13}\) cm⁻³, \(d=0.3\) cm, \(K=3\times10^{-13}\) cm and \(\gamma=0.05\) cm⁻¹. Then
\[
S=10^{13}\times3\times10^{-13}\times0.3=0.900\ {\rm cm^{-1}},\qquad
\tau_0=\frac{0.900}{\pi\times0.05}=5.73 .
\]
The true central transmittance is 0.0032. The closed form gives \(W=0.404\) cm⁻¹, or \(W/S=0.449\).

For the following table, \(T\) was convolved with a Gaussian on a grid of step 0.0025 cm⁻¹ extending to ±40 cm⁻¹. The area of the thin wings beyond the grid was added analytically. Resolution means the full width of the Gaussian at half maximum, \(2.355\,\sigma\).

| Resolution (cm⁻¹) | Area/\(S\) | Central \(T_{\rm obs}\) |
|---:|---:|---:|
| 0.01 | 0.995 | 0.003 |
| 0.02 | 0.980 | 0.004 |
| 0.1 | 0.783 | 0.048 |
| 0.5 | 0.552 | 0.482 |
| 1 | 0.504 | 0.689 |
| 2 | 0.478 | 0.829 |
| 8 | 0.456 | 0.954 |

At 1 cm⁻¹ (0.124 meV) the apparent concentration is \(5.0\times10^{12}\) cm⁻³, half the true value. With \(\tau\) itself smoothed, as the argument assumes, the ratio is 1.000. A triangularly weighted interferogram with \(D=0.886\) cm, which also gives a full width of 1 cm⁻¹, yields 0.50. The halving is therefore not peculiar to a Gaussian instrument.

Two features of the table can mislead. First, the recorded central absorbance at 1 cm⁻¹ is \(-\ln0.689=0.37\), which looks harmless although the true depth is 5.73. Secondly, between 2 and 8 cm⁻¹ the area changes by only about 5% of its value. Here the area is settling towards \(W\). Agreement between two coarse resolutions does not show that it is near \(S\).

The limiting formulas explain both ends. At 0.01 cm⁻¹ the predicted loss is 0.0052 of \(S\), against 0.0051 from the convolution. At 8 cm⁻¹, \(\sigma=3.40\) cm⁻¹ and the corrected coarse limit is 0.4565, against 0.4564. Even when the resolution equals the line width, 22% of the area is missing.

At fixed resolution of 1 cm⁻¹, thickness and line width, the apparent concentration varies with the true one as follows.

| True \(N\) (cm⁻³) | Apparent \(N\) (cm⁻³) |
|---:|---:|
| \(10^{11}\) | \(9.88\times10^{10}\) |
| \(10^{12}\) | \(8.96\times10^{11}\) |
| \(10^{13}\) | \(5.04\times10^{12}\) |
| \(10^{14}\) | \(2.04\times10^{13}\) |

The first row has \(\tau_0=0.057\) and loses 1.2%, below the second-order limit \(\tau_0/4=1.4\%\). The last tenfold increase raises the result by a factor of 4.0, not by \(\sqrt{10}=3.2\). There \(W\simeq2\sqrt{0.05\times9}=1.3\) cm⁻¹ exceeds the resolution, so the coarse limit does not apply. A further increase of \(N\) at fixed resolution leads away from that limit, not towards it.

## Remedies and their conditions

A thinner sample reduces \(\tau_0\). For \(N=10^{13}\) cm⁻³ at 1 cm⁻¹, the apparent concentration is \(7.26\times10^{12}\) cm⁻³ for \(d=0.1\) cm, \(8.96\times10^{12}\) for 0.03 cm and \(9.63\times10^{12}\) for 0.01 cm. Once surface echoes have been corrected for, a concentration that rises as the same material is thinned may indicate this error, although false light can cause a similar rise. The price is a weaker line.

Finer resolution also works if the zero of intensity is accurate. At 0.02 cm⁻¹ the central transmittance is only 0.004. If false light equal to 1% of the full signal is present in both sample and reference, the measured transmittance becomes \((T_{\rm obs}+0.01)/1.01\), and the area ratio drops from 0.980 to 0.898.

A third course is to integrate \(1-T_{\rm obs}\), which gives \(W\) at any resolution, and to solve the closed form for \(N\). This requires the line shape and \(\gamma\), and a spectrum free of surface echoes or corrected for them. Applied to the simulated 1 cm⁻¹ spectrum with the correct \(\gamma\), it returns \(9.97\times10^{12}\) cm⁻³. The wings beyond ±40 cm⁻¹ were omitted here; their area, about \(2\gamma S/(\pi\times40)=0.0007\) cm⁻¹, is 0.18% of \(W\). Since \(W\) grows roughly as \(\sqrt N\), this accounts for a deficit of about 0.3% in \(N\). If \(\gamma\) is taken 20% too large, the answer is \(8.7\times10^{12}\) cm⁻³.

The shape matters too. A Gaussian line with the same \(S\) and full width gives an area ratio of only 0.229 at 1 cm⁻¹. Its standard deviation is 0.0425 cm⁻¹ and its peak depth \(0.9/(\sqrt{2\pi}\times0.0425)=8.5\). The points of half transmission then lie at \(\pm0.0425\sqrt{2\ln(8.5/\ln2)}=\pm0.095\) cm⁻¹. A black band of that total width, 0.19 cm⁻¹, is 0.21 of \(S\). The Gaussian lacks the broad wings that keep the Lorentzian area growing.

## Relation to a real silicon sample

The parameters represent weakly phosphorus-doped silicon near 10 K, but the cross-section and width are rough inputs, not a calibration. The size of \(K\) can be estimated from a bound charge of effective mass \(m^*\) in a medium of index \(n\). Its absorbed power, integrated over angular frequency and divided by the intensity, is \(\pi e^2f/(2\varepsilon_0m^*cn)\). Division by \(2\pi c\) converts to wavenumber:
\[
K\simeq\pi r_e\frac{f}{n}\frac{m_0}{m^*},
\]
with \(r_e\) the classical electron radius and \(m_0\) the free-electron mass. The isotropic hydrogenic strength is \(24(2/3)^{10}\) for 1s → 2p. Two thirds of it belongs to 2p± when averaged over the valley directions, so \(f=0.2775\). With \(m^*=0.3\,m_0\) and \(n=3.4\), \(K=2.4\times10^{-13}\) cm. Real silicon has anisotropic valleys and a ground state altered by the donor core, so this supports only the order of magnitude. An effective-mass estimate with anisotropic valleys and the ground state lowered to the phosphorus binding energy of 45.6 meV gives about \(1.3\times10^{-13}\) cm. With that value the same sample has \(\tau_0\approx2.6\) and an area ratio of about 0.67 at 1 cm⁻¹, and the halving found above occurs near \(N=2\times10^{13}\) cm⁻³. A smaller \(K\), or a line broadened by strain or doping, lowers \(\tau_0\) and hence changes the loss.

Of the optical effects left out, surface echoes are important. The surface reflectance is \(R=[(n-1)/(n+1)]^2=0.298\). Summing echoes without interference gives
\[
T_{\rm slab}=\frac{(1-R)^2e^{-\tau}}{1-R^2e^{-2\tau}} .
\]
Using an undoped slab as reference raises the 1 cm⁻¹ area ratio from 0.504 to 0.545, because echoes cross the absorbing material again. For parallel faces the amplitudes interfere, and the denominator becomes \(|1-Re^{-\tau}e^{i\phi}|^2\), where \(\phi=\phi_0+4\pi nd\nu-\nu\tau/\gamma\). The last term is the dispersion of the line: the Lorentzian amplitude exponent \(-(\tau_0/2)/(1-i\nu/\gamma)\) has imaginary part \(-\nu\tau/(2\gamma)\), doubled on a round trip. Sixteen equally spaced values of \(\phi_0\) give ratios from 0.530 to 0.562. For this slab at 1 cm⁻¹, echoes offset part of the loss but do not remove it.

Echoes also limit the remedies. Without interference, they raise the area ratio at 1 cm⁻¹ to 1.02 for \(d=0.03\) cm and 1.13 for 0.01 cm, so a thin sample can give too high a concentration. For a slab without fringes, finer resolution does not avoid this: for the 0.3 cm slab at 0.02 cm⁻¹, echoes without interference raise the ratio from 0.980 to 1.04. If they are ignored when \(N\) is found from \(W\), the 0.3 cm slab gives about \(1.1\times10^{13}\) cm⁻³ instead of \(10^{13}\). Parallel faces behave differently. When their fringes are resolved, as for the 0.3 cm slab at 0.02 cm⁻¹, the echoes almost cancel in the integrated absorbance and the ratio over a wide window stays at 0.98, but \(N\) found from \(W\) with echoes ignored drops to between about 0.6 and \(0.8\times10^{13}\) cm⁻³. At 1 cm⁻¹ the error depends on the phase of the fringes and, for a thin sample, also on the integration window.

A finite integration window has a smaller effect on the directly integrated area. At 1 cm⁻¹ resolution, 1.1% of \(S\) lies outside ±3 cm⁻¹ for the Gaussian instrument, and between 2 and 3% for the triangularly weighted interferogram, whose instrument function has slowly falling wings. The window matters more when \(N\) is found from \(W\): without a correction for the missing wings, the result is about 4% too low in the first case and 11% in the second. For rough level spacings of 12 meV to the five other 1s valley states and 45 meV to the conduction band, Boltzmann factors and charge neutrality give excited and ionised fractions far below \(10^{-3}\) at 10 K without compensation. Acceptors are different. They ionise donors even in the cold, and the line then counts only the donors that remain neutral, unless suitable illumination neutralises the others.

## Revision required

The sentence “The integrated absorbance is therefore independent of resolution” should be replaced by a conditional one: it holds approximately when \(\tau_0\ll1\), or when \(\sigma^2\tau_0/(8\gamma^2)\ll1\) for a Lorentzian line and Gaussian instrument. For the sample considered, neither condition holds at 1 cm⁻¹. A concentration obtained by the argument should not be relied on until it has been remeasured on a thinner sample or at finer resolution, or re-evaluated from \(W\) with an independently established line shape. In each case surface echoes must be allowed for.
